\section*{The Conductance Peak of a Continuum of Interface Traps}

\section*{Setting and conventions}

A gate stack on an n-type semiconductor is biased into depletion. Traps at the interface exchange electrons with the conduction band, and a small alternating voltage makes their occupancy lag behind the surface potential. The lag appears as a conductance, from which the trap density and response time can be found.

All admittances, capacitances and charges are per unit area. Practical semiconductor units are used, and $q>0$ is the elementary charge. Oscillating quantities vary as $e^{i\omega t}$, so a capacitance $C$ has admittance $+i\omega C$. The surface potential $\psi$ is measured relative to the bulk; raising it attracts electrons. The assumptions are:
\begin{itemize}
\item The signal obeys $|\delta\psi|\ll kT/q$. Surface electrons are nondegenerate and stay in equilibrium with the bulk, so their density is proportional to $e^{q\psi/kT}$.
\item Traps are independent and exchange electrons with the conduction band alone. Tunnelling into the dielectric, minority carriers, gate leakage and series resistance are neglected.
\item The surface potential is the same everywhere along the interface, until part (e) relaxes this.
\end{itemize}

Let $n_s$ be the equilibrium surface electron density and $c$ the capture coefficient. The response time is defined as
\begin{equation}
\tau=\frac{1}{c\,n_s},\qquad x=\omega\tau .
\end{equation}

\section*{(a) One trap level}

\textbf{Question.} Traps of areal density $N$ sit at energy $E$, with equilibrium occupancy $f_0$. Find their admittance and their relaxation time.

\textbf{Solution.} Empty traps capture electrons and filled traps emit them:
\begin{equation}
\frac{df}{dt}=c\,n\,(1-f)-e\,f .
\end{equation}
In equilibrium the two terms cancel, which fixes the emission rate:
\begin{equation}
e=c\,n_s\frac{1-f_0}{f_0}.
\end{equation}
The signal does not change $e$, because the trap moves together with the band edge at the surface and its depth below that edge stays constant.

Write $n=n_s+\delta n$ and $f=f_0+\delta f$, and keep first-order terms:
\begin{equation}
\frac{d\,\delta f}{dt}=c(1-f_0)\,\delta n-(c\,n_s+e)\,\delta f .
\end{equation}
The factor in the last term is
\begin{equation}
c\,n_s+e=c\,n_s\left(1+\frac{1-f_0}{f_0}\right)=\frac{c\,n_s}{f_0}=\frac{1}{\tau f_0}.
\end{equation}
The level therefore relaxes in the time $\tau f_0$, which is shorter than $\tau$. From the Boltzmann law, $\delta n=n_s\,q\delta\psi/kT$, so $c\,\delta n=(1/\tau)\,q\delta\psi/kT$. With $d/dt\to i\omega$,
\begin{equation}
\left(i\omega+\frac{1}{\tau f_0}\right)\delta f=\frac{1-f_0}{\tau}\,\frac{q\,\delta\psi}{kT}.
\end{equation}
Multiplication by $\tau f_0$ gives
\begin{equation}
\delta f=\frac{f_0(1-f_0)}{1+i\omega\tau f_0}\,\frac{q\,\delta\psi}{kT}.
\end{equation}

The trap charge changes by $-qN\delta f$. The gate carries the opposite charge $+qN\delta f$, and the current that supplies it is $i\omega qN\delta f$. Division by $\delta\psi$ gives
\begin{equation}
Y_N=i\omega\,\frac{q^2N}{kT}\,\frac{f_0(1-f_0)}{1+i\omega\tau f_0}.
\end{equation}
This is a capacitance $C_N=q^2Nf_0(1-f_0)/kT$ in series with a resistance $\tau f_0/C_N$. The factor $f_0(1-f_0)$ suppresses levels that are nearly full or nearly empty.

\section*{(b) A continuum of levels}

\textbf{Question.} The traps now have density $D$ per area and energy. Take $D$ and $c$ constant over several $kT$ around the Fermi level $E_F$. Find the parallel conductance $G_p$ and the trap capacitance, with their limits at low and high frequency.

\textbf{Solution.} Replace $N$ by $D\,dE$ and integrate:
\begin{equation}
Y_{it}=i\omega q^2D\int dE\,\frac{f_0(1-f_0)}{kT}\,\frac{1}{1+i\omega\tau f_0}.
\end{equation}
For the Fermi function $f_0=[1+e^{(E-E_F)/kT}]^{-1}$, differentiation gives $df_0/dE=-f_0(1-f_0)/kT$. The thermal weight is thus $-df_0$, and as $E$ rises through the gap $f_0$ falls from nearly 1 to nearly 0. Extending these limits to 1 and 0 gives
\begin{equation}
Y_{it}=i\omega q^2D\int_0^1\frac{df}{1+i\omega\tau f}
=\frac{q^2D}{\tau}\ln(1+ix).
\end{equation}
All occupancies between 0 and 1 have equal weight, and $kT$ has cancelled. Temperature still enters through $\tau$.

Since $\ln(1+ix)=\tfrac12\ln(1+x^2)+i\arctan x$, the real part divided by $\omega=x/\tau$ is
\begin{equation}
\frac{G_p}{\omega}=q^2D\,g(x),\qquad g(x)=\frac{\ln(1+x^2)}{2x},
\end{equation}
and the imaginary part divided by $\omega$ is the trap capacitance
\begin{equation}
C_{it}(\omega)=q^2D\,\frac{\arctan x}{x}.
\end{equation}
The depletion capacitance $C_D$ lies in parallel and adds nothing to $G_p$.

For $x\ll1$, $g\simeq x/2$ and $C_{it}\to q^2D$: the traps follow the signal with little lag. For $x\gg1$, $g\simeq(\ln x)/x$, so $G_p\simeq(q^2D/\tau)\ln x$ keeps growing slowly. The growth comes from levels above $E_F$, whose small $f_0$ makes them fast. Levels with $f_0\approx1/x$ lie about $kT\ln x$ above $E_F$, so the law fails once this energy reaches the band edge or a region where $D$ or $c$ has changed.

As a test of both formulas, the nonlinear rate equations were integrated in time for many levels under a small sinusoidal potential. At $x=2$ this gives $G_p/(\omega q^2D)=0.40235$, against $0.40236$ from the formula. The numerical output also lists a lower and a higher frequency.

\section*{(c) The number of maxima}

\textbf{Question.} Show that $G_p/\omega$ has one maximum, and decide on which side of $x=1$ it lies.

\textbf{Solution.} A single relaxation with time $\tau$ has the loss curve
\begin{equation}
h(y)=\frac{y}{1+y^2},
\end{equation}
with its maximum at $y=1$. The integral in (b) adds such curves with times $\tau f$. Substituting $y=xf$,
\begin{equation}
g(x)=\int_0^1 h(xf)\,df=\frac1x\int_0^x h(y)\,dy .
\end{equation}
So $g(x)$ is the average of $h$ over the interval from 0 to $x$. Differentiation gives
\begin{equation}
g'(x)=\frac{h(x)}{x}-\frac{1}{x^2}\int_0^xh(y)\,dy=\frac{h(x)-g(x)}{x}.
\end{equation}
The average rises while the newest value $h(x)$ exceeds it and falls once $h(x)$ is below it.

To count the crossings, define $K(x)=x\,[h(x)-g(x)]=x^2g'(x)$. Since $xg$ is the integral of $h$,
\begin{equation}
K'(x)=h+xh'-h=xh'(x)=\frac{x(1-x^2)}{(1+x^2)^2}.
\end{equation}
$K$ starts from $K(0)=0$, rises up to $x=1$, and falls from there on. It ends at $-\infty$, because $xh\to1$ while $xg=\tfrac12\ln(1+x^2)$ grows without bound. Hence $K$ has one positive zero, and it lies above $x=1$. There $g'$ changes from positive to negative, so this is the one maximum.

Physically, every level relaxes faster than $\tau$, so each one has its loss peak at $\omega\tau=1/f_0>1$. At $x=1$ all of them are still on the rising side.

\section*{(d) Position and height}

\textbf{Question.} Find the position $x_*$ and the height of the maximum, and express $D$ and $\tau$ through them.

\textbf{Solution.} The condition $h=g$ reads
\begin{equation}
\ln(1+x^2)=\frac{2x^2}{1+x^2}.
\end{equation}

A short estimate starts from $x=2$, where a level at the Fermi energy, with $f_0=1/2$, has its own peak. There $h(2)=0.4$ and $g(2)=0.40236$, so $K(2)=2(0.4-0.40236)=-0.0047$. The average is already falling, hence $x_*<2$. The slope is $K'(2)=2(1-4)/25=-0.24$, and one Newton step gives
\begin{equation}
x_*\approx2-\frac{K(2)}{K'(2)}=2-\frac{0.0047}{0.24}\approx1.98 .
\end{equation}

For a closed form, set $u=1+x^2$, so that $\ln u=2-2/u$. With $w=-2/u$ this becomes $\ln(-2/w)=2+w$. Exponentiation gives $-2/w=e^{2}e^{w}$, or
\begin{equation}
w\,e^{w}=-2e^{-2}.
\end{equation}
One real solution is $w=-2$, which means $u=1$ and $x=0$. The other lies between $-1$ and 0 and is given by the principal branch $W_0$ of the Lambert function:
\begin{equation}
w=W_0(-2e^{-2})=-0.406376,\qquad
x_*=\sqrt{-\frac2w-1}=\sqrt{3.9216}=1.9803 .
\end{equation}
A numerical maximization of the energy integral in (b) gives the same position.

At the maximum $g=h$, so the height is
\begin{equation}
g(x_*)=\frac{x_*}{1+x_*^2}=\frac{1.9803}{4.9216}=0.4024 .
\end{equation}
If the maximum of $G_p/\omega$ is found at $\omega_*$, then
\begin{equation}
D=\frac{2.485}{q^2}\left(\frac{G_p}{\omega}\right)_{\max},\qquad
\tau=\frac{1.980}{\omega_*}.
\end{equation}

The number 1.98 belongs to the definition $\tau=1/(cn_s)$. Expressed through the relaxation time $\tau/2$ of a level at the Fermi energy, the same peak lies at 0.99.

\section*{(e) Energy window, width and potential fluctuations}

\textbf{Question.} Which levels produce the peak, and how broad is it? What happens if the surface potential varies along the interface?

\textbf{Solution.} Levels with occupancies between $f_-$ and $f_+$ contribute to $g$ the amount
\begin{equation}
\int_{f_-}^{f_+}\frac{xf\,df}{1+x^2f^2}=\frac{1}{2x}\ln\frac{1+x^2f_+^2}{1+x^2f_-^2}.
\end{equation}
For levels within $3kT$ of $E_F$, $f_\pm=1/(1+e^{\mp3})$. At $x_*$ their share of the height is 95\%. The requirement that $D$ and $c$ be constant therefore concerns mainly a window of about $6kT$ in total, provided $D$ outside it is not much larger than inside. Most of the remaining 5\% comes from levels below $E_F-3kT$, so a density ten times larger there would raise the peak by more than 40\%. A peak measured at one bias samples this window; another bias moves $E_F$ at the interface and samples another.

For a single level, half height means $h(y)=1/4$, or $y^2-4y+1=0$. The roots $2\pm\sqrt3$ have the ratio $(2+\sqrt3)^2=13.9$. For the continuum the half-height points are $x=0.440$ and $12.6$, with the ratio 28.7. The spread of relaxation times $\tau f_0$ roughly doubles the frequency ratio.

Now let $\psi$ vary from patch to patch with a Gaussian distribution of standard deviation $\sigma$, in units of $kT/q$. Since $n_s$ depends exponentially on $\psi$, a patch whose potential is higher by $s$ has its $\tau$ multiplied by $e^{-s}$. The patches are taken to add in parallel under a common $\delta\psi$. The Gaussian is symmetric in $s$, so with $x$ defined by the median $\tau$,
\begin{equation}
\bar g(x)=\int_{-\infty}^{\infty}\frac{e^{-s^2/2\sigma^2}}{\sigma\sqrt{2\pi}}\;g(xe^{s})\,ds .
\end{equation}
For $\sigma=2$ the maximum moves to $x=2.43$ and its height drops to $0.237$. The upward shift agrees in direction with the asymmetry of $g$ on a logarithmic frequency scale: from the peak down to half height is a factor $1.98/0.440=4.5$, but from the peak up to half height it is $12.6/1.98=6.4$.

Using the factors of part (d) on such a peak would give $0.237/0.402=0.59$ of the true $D$ and $1.980/2.426=0.82$ of the median $\tau$. The width should therefore be checked first: a half-height ratio well above 29 (it is about 460 for $\sigma=2$) shows that the uniform continuum with one $\tau$ does not describe the interface. The converse does not hold: a single relaxation whose $\ln\tau$ has a Gaussian spread of standard deviation 0.74 also gives a ratio near 29.

\section*{(f) Removing the capacitance of the gate stack}

\textbf{Question.} An instrument reads $Y_m=G_m+i\omega C_m$ for the whole structure. Let $C_{ox}$ be the known capacitance of the gate dielectric, interlayer and high-$k$ film in series. Obtain $G_p/\omega$ from the reading. Does the raw $G_m/\omega$ peak at the same frequency?

\textbf{Solution.} The same current passes through the dielectric and the semiconductor, so their impedances add: $1/Y_m=1/(i\omega C_{ox})+1/Y_p$, with $Y_p=G_p+i\omega C_p$ and $C_p=C_D+C_{it}(\omega)$. Solving for $Y_p$,
\begin{equation}
Y_p=\frac{i\omega C_{ox}\,(G_m+i\omega C_m)}{-G_m+i\omega\Delta},\qquad \Delta=C_{ox}-C_m .
\end{equation}
Multiply numerator and denominator by $-G_m-i\omega\Delta$. The denominator becomes $G_m^2+\omega^2\Delta^2$. In the numerator,
\begin{equation}
(G_m+i\omega C_m)(-G_m-i\omega\Delta)=-G_m^2+\omega^2C_m\Delta-i\omega G_mC_{ox},
\end{equation}
because $\Delta+C_m=C_{ox}$. The prefactor $i\omega C_{ox}$ turns the last term into the real number $\omega^2C_{ox}^2G_m$. Hence
\begin{equation}
\frac{G_p}{\omega}=\frac{\omega\,C_{ox}^2\,G_m}{G_m^2+\omega^2(C_{ox}-C_m)^2}.
\end{equation}

For the raw curve, write $P=G_p/\omega$ and $A=C_{ox}+C_p$. Then $Y_p/(i\omega)=C_p-iP$, and the series connection gives
\begin{equation}
\frac{Y_m}{i\omega}=C_{ox}-\frac{C_{ox}^2}{A-iP},\qquad
\frac{G_m}{\omega}=\frac{C_{ox}^2\,P}{A^2+P^2}.
\end{equation}
$A$ falls with frequency, since the derivative of $(\arctan x)/x$ has the sign of $x/(1+x^2)-\arctan x$, which is negative for $x>0$. At $x_*$, $P$ is stationary while $A$ still falls, so $G_m/\omega$ is still rising. Below $x_*$, $P$ rises and $A$ falls. Both changes increase $G_m/\omega$, because $P<A$: $(\arctan x)/x$ exceeds its value 0.554 at $x=2$, whereas $g\le0.402$. The raw peak therefore lies above $x_*$. For $C_{ox}\to\infty$ the factor $C_{ox}^2/(A^2+P^2)$ tends to 1 and the two curves coincide.

\section*{(g) A worked example}

\textbf{Question.} Take $T=300$ K, $C_{ox}=2\ \mu\mathrm{F/cm^2}$, $C_D=0.3\ \mu\mathrm{F/cm^2}$ and $D=10^{12}\ \mathrm{cm^{-2}\,eV^{-1}}$. The capture coefficient is a cross section of $10^{-16}\ \mathrm{cm^2}$ times a thermal velocity of $10^7$ cm/s, and $n_s=10^{14}\ \mathrm{cm^{-3}}$. These are round model parameters, and the surface potential is taken as uniform. In a real stack, randomly placed interface charge of several $10^{11}\ \mathrm{cm^{-2}}$ produces fluctuations of order $kT/q$, which lower and broaden the peak as in part (e). Find the peak, and recover $D$ and $\tau$ from the admittance of the whole stack.

\textbf{Solution.} The response time is
\begin{equation}
\tau=\frac{1}{10^{-16}\times10^{7}\times10^{14}}\ \mathrm{s}=10^{-5}\ \mathrm{s}=10\ \mu\mathrm{s}.
\end{equation}
With $D$ per eV, $q^2D$ in $\mathrm{F/cm^2}$ is numerically the elementary charge in coulombs times $D$, here $160.2\ \mathrm{nF/cm^2}$. The peak has
\begin{equation}
\omega_*=\frac{1.980}{10^{-5}\ \mathrm{s}}=1.980\times10^{5}\ \mathrm{rad/s},\qquad
\left(\frac{G_p}{\omega}\right)_{\max}=0.4024\times160.2=64.5\ \mathrm{nF/cm^2},
\end{equation}
at an ordinary frequency $\omega_*/2\pi=31.5$ kHz. The signal must stay well below $kT/q=25.9$ mV.

For the inverse problem, a network of separate resistor--capacitor branches, one per energy interval, supplies synthetic readings. At $\omega_*$ they are $G_m=8.939\ \mathrm{mS/cm^2}$ and $C_m=327.1\ \mathrm{nF/cm^2}$, so $G_m/\omega_*=45.14\ \mathrm{nF/cm^2}$ and $C_{ox}-C_m=1672.9\ \mathrm{nF/cm^2}$. The formula of part (f), with numerator and denominator divided by $\omega^2$, gives
\begin{equation}
\frac{G_p}{\omega_*}=\frac{2000^2\times45.14}{45.14^2+1672.9^2}\ \mathrm{nF/cm^2}=64.5\ \mathrm{nF/cm^2}.
\end{equation}
A search over frequency finds the maximum of the corrected curve at $\omega_*$, and the relations of part (d) return $D=1.000\times10^{12}\ \mathrm{cm^{-2}\,eV^{-1}}$ and $\tau=10.00\ \mu\mathrm{s}$. These data contain no noise and obey the model, so the agreement checks the inversion, not the accuracy of a real measurement.

The raw $G_m/\omega$ peaks at $x=2.15$, 8\% above $x_*$, with a height of $45.2\ \mathrm{nF/cm^2}$. Using it in place of $G_p/\omega$ would make $D$ 30\% too low and $\tau$ 8\% too low, relative to the true values.

If the corrected peak were instead read as a single relaxation, with $\omega\tau=1$ and height $q^2D/2$, the results would be $D=8.05\times10^{11}\ \mathrm{cm^{-2}\,eV^{-1}}$ and $\tau=5.05\ \mu\mathrm{s}$. The density would be 20\% too low and the response time about half its true value. The larger error is in $\tau$, because the levels that form the peak relax in $\tau f_0$ and not in $\tau$.

\section*{Calculated quantities}
\begin{verbatim}
Reduced values are in units of q^2 D; x = omega*tau
Time integration against formula:
 x=0.5: G/omega 0.22314 vs 0.22314; C 0.92728 vs 0.92730
 x=2.0: G/omega 0.40235 vs 0.40236; C 0.55357 vs 0.55357
 x=8.0: G/omega 0.26090 vs 0.26090; C 0.18081 vs 0.18081
Lambert root w = -0.406376
Peak position x, Lambert formula = 1.980291
Peak position x, energy integral = 1.980291
Peak height, reduced = 0.402371
Inverse peak height = 2.4853
Level at Fermi energy alone: peak x = 2.0000
Share of peak from within 3 kT of E_F = 0.9464
Half-height points x = 0.4402 and 12.616
Half-height frequency ratio, continuum = 28.66
Half-height frequency ratio, single level = 13.93
Fluctuation width = 2.0 kT/q
 peak x (median tau) = 2.426, height = 0.2370
Model gate stack:
 temperature = 300 K
 thermal voltage kT/q = 25.852 mV
 C_ox = 2.00 uF/cm^2
 depletion capacitance = 0.30 uF/cm^2
 D = 1.000e+12 1/(cm^2 eV)
 capture cross section = 1.0e-16 cm^2
 thermal velocity = 1.0e+07 cm/s
 surface electron density = 1.0e+14 1/cm^3
 tau = 10.000 us
 q^2 D = 160.218 nF/cm^2
 peak angular frequency = 1.98029e+05 rad/s
 peak frequency = 31.517 kHz
 peak G_p/omega = 64.467 nF/cm^2
 G_m at that frequency = 8.9389 mS/cm^2
 C_m at that frequency = 327.055 nF/cm^2
 raw G_m/omega peak at x = 2.1475
 raw G_m/omega peak height = 45.226 nF/cm^2
 recovered D = 1.0000e+12 1/(cm^2 eV)
 recovered tau = 10.0000 us
 D if read as single level = 8.0474e+11 1/(cm^2 eV)
 tau if read with x=1 = 5.0498 us
\end{verbatim}
